**Numerical tests of Lieb's variational principle**

The program tests that, for a pair interaction $v$ non-negative on antisymmetric pairs, the Hartree-Fock functional $E[\gamma]$ over $0\le\gamma\le1$, $\mathrm{Tr}\,\gamma=N$, has the same infimum as over projectors. Here $\gamma$ is the one-body density matrix, $n_i$ are its eigenvalues, and $A_{pq}=J_{pq}-K_{pq}$ is the direct minus exchange energy of two natural orbitals. For 100 random positive interactions with $N=3$, it asserts that pair moves end at a projector with no higher energy. For H$_2$ at 3 bohr in 6-31G, it asserts that $E[\gamma]$ equals a Fock-space average, that each $A_{pq}$ equals a two-electron expectation value and sets the curvature of $E$, and that every move changes the energy by the derived amount. Minimizations over real ensemble matrices and over real determinants agree at −1.013246 hartree, between the full CI energy of −1.044709 hartree and the value −0.870298 hartree of the functional at the full CI density matrix. A harmonic trap with infinitely many occupied levels, represented by 200 of them, tests the truncation bound. A two-level model with negative $v$ has a fractional minimum at −0.16 hartree, below the exact energy of zero, and adding a sufficiently large constant to $v$ restores an idempotent minimum.

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

## Numerical verification

```python
"""Lieb's variational principle for the Hartree-Fock functional.

Result under test: if the pair interaction v is non-negative on antisymmetric
pair states, the infimum of
    E[g] = Tr(h g) + 1/2 sum (<ik|v|jl> - <ik|v|lj>) g_ji g_lk
over 0 <= g <= 1, Tr g = N (integer) equals its infimum over projectors.

Symbols: h one-body matrix; V[i,k,j,l] = <ik|v|jl>; g one-body density matrix;
n natural occupations; A_pq = J_pq - K_pq in natural orbitals;
eps_i = h_i + sum_j A_ij n_j = dE/dn_i.  Hartree atomic units.
"""
from functools import reduce
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize
from pyscf import gto

rng = np.random.default_rng(7)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def field_map(V):
    """Matrix that sends a density matrix to its Hartree-Fock mean field."""
    m = V.shape[0]
    W = V - V.transpose(0, 1, 3, 2)
    return W.transpose(0, 2, 3, 1).reshape(m * m, m * m)


def mean_field(G, g):
    return (G @ g.ravel()).reshape(g.shape)


def energy(h, G, g):
    return np.trace((h + 0.5 * mean_field(G, g)) @ g).real


def pair_matrix(V, C):
    """A_pq = <pq|v|pq> - <pq|v|qp> for the orbitals in the columns of C."""
    W = V - V.transpose(0, 1, 3, 2)
    return np.einsum("ip,kq,ikjl,jp,lq->pq", C.conj(), C.conj(), W, C, C,
                     optimize=True).real


def project(X, N):
    """Nearest matrix with eigenvalues in [0,1] and trace N."""
    w, U = np.linalg.eigh(X)
    b = np.sort(np.concatenate([w, w - 1]))
    total = np.clip(w[None, :] - b[:, None], 0, 1).sum(axis=1)
    mu = np.interp(N, total[::-1], b[::-1])
    return (U * np.clip(w - mu, 0, 1)) @ U.conj().T


def minimize_ensemble(h, G, N, start, iterations):
    """Projected gradient over the whole convex set of density matrices."""
    step = 1 / np.linalg.norm(G, 2)
    g = project(start, N)
    for _ in range(iterations):
        g = project(g - step * (h + mean_field(G, g)), N)
    return g


def descend(level, A, n):
    """Pair moves from the highest to the lowest fractional level."""
    n, moves = n.copy(), []
    while True:
        frac = np.flatnonzero((n > 1e-11) & (n < 1 - 1e-11))
        if len(frac) < 2:
            break
        eps = level + A @ n
        key = np.round(eps, 9)          # makes the choice among ties definite
        p = frac[np.argmin(key[frac])]
        rest = frac[frac != p]
        q = rest[np.argmax(key[rest])]
        t = min(1 - n[p], n[q])
        change = -t * (eps[q] - eps[p]) - t * t * A[p, q]
        n[p] += t
        n[q] -= t
        moves.append((p, q, t, eps[p], eps[q], A[p, q], change, n.copy()))
    assert np.max(np.abs(n - np.round(n))) < 1e-9
    return np.round(n), moves


# ---------- random positive interactions, complex orbitals, N = 3 ----------
m, N3, cases = 7, 3, 100
smallest_drop = np.inf
for _ in range(cases):
    B = rng.normal(size=(m * m, 12)) + 1j * rng.normal(size=(m * m, 12))
    V = (B @ B.conj().T / 50).reshape(m, m, m, m)
    V = 0.5 * (V + V.transpose(1, 0, 3, 2))
    X = rng.normal(size=(2, m, m)) + 1j * rng.normal(size=(2, m, m))
    h = X[0] + X[0].conj().T
    g = project(0.1 * (X[1] + X[1].conj().T), N3)
    n, C = np.linalg.eigh(g)
    n = np.clip(n, 0, 1)
    level = np.einsum("ip,ij,jp->p", C.conj(), h, C).real
    final, moves = descend(level, pair_matrix(V, C), n)
    n_frac = np.sum((n > 1e-11) & (n < 1 - 1e-11))
    assert len(moves) <= max(n_frac - 1, 0)
    P = (C * final) @ C.conj().T
    assert np.allclose(P @ P, P) and abs(np.trace(P).real - N3) < 1e-9
    G = field_map(V)
    drop = energy(h, G, g) - energy(h, G, P)
    assert drop > -1e-9
    smallest_drop = min(smallest_drop, drop)
print(f"random tests: {cases} cases, {m} orbitals, N = {N3}")
print(f"  smallest energy drop to a projector: {smallest_drop:.4f} hartree")

# ---------- H2 molecule: integrals in an orthonormal spin-orbital basis -----
R, N = 3.0, 2
mol = gto.M(atom=f"H 0 0 0; H 0 0 {R}", unit="Bohr", basis="6-31g", verbose=0)
s, U = np.linalg.eigh(mol.intor("int1e_ovlp"))
L = (U / np.sqrt(s)) @ U.T
h_sp = L.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ L
eri = np.einsum("abcd,ai,bj,ck,dl->ijkl", mol.intor("int2e"), L, L, L, L,
                optimize=True)
k = len(h_sp)
M = 2 * k
one = np.eye(2)
h = np.kron(one, h_sp)
V = np.einsum("ab,cd,ijkl->aibjckdl", one, one, eri).reshape(M, M, M, M)
V = V.transpose(0, 2, 1, 3)
G = field_map(V)
E_nuc = mol.energy_nuc()

# exact two-electron ground state from the full two-particle Hamiltonian
V2 = V.reshape(M * M, M * M)
H2 = np.kron(h, np.eye(M)) + np.kron(np.eye(M), h) + V2
pairs = [(i, j) for i in range(M) for j in range(i)]
Q = np.zeros((M * M, len(pairs)))
for c, (i, j) in enumerate(pairs):
    Q[i * M + j, c], Q[j * M + i, c] = np.sqrt(0.5), -np.sqrt(0.5)
v_min = np.linalg.eigvalsh(Q.T @ V2 @ Q)[0]
assert v_min > 0
e_ci, c_ci = np.linalg.eigh(Q.T @ H2 @ Q)
psi = (Q @ c_ci[:, 0]).reshape(M, M)
g_ci = 2 * psi @ psi.T
E_exact = e_ci[0] + E_nuc
assert np.allclose(g_ci[:k, k:], 0, atol=1e-9)
assert np.allclose(g_ci[:k, :k], g_ci[k:, k:], atol=1e-9)
occ, orb = np.linalg.eigh(g_ci[:k, :k])
occ, orb = occ[::-1], orb[:, ::-1]
C, n0 = np.kron(one, orb), np.tile(occ, 2)
assert np.allclose((C * n0) @ C.T, g_ci, atol=1e-9)
E_gamma = energy(h, G, g_ci) + E_nuc

# mean energy of independently filled natural orbitals, in Fock space
Z, lower = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [0.0, 0.0]])
ann = np.array([reduce(np.kron, [Z] * j + [lower] + [one] * (M - 1 - j))
                for j in range(M)])
pair_ops = np.matmul(ann[None, :], ann[:, None]).reshape(M * M, -1)
V_nat = np.einsum("ikjl,ia,kb,jc,ld->abcd", V, C, C, C, C, optimize=True)
h_nat = C.T @ h @ C
two = pair_ops * (V_nat.reshape(M * M, M * M) @ pair_ops)
diag = 0.5 * two.sum(axis=0).reshape(2**M, 2**M).sum(axis=0)
diag += (ann * np.tensordot(h_nat, ann, 1)).sum(axis=(0, 1))
filled = (ann**2).sum(axis=1)
weight = np.prod(np.where(filled > 0.5, n0[:, None], 1 - n0[:, None]), axis=0)
E_fock = weight @ diag + E_nuc
number = filled.sum(axis=0)
variance = weight @ number**2 - (weight @ number) ** 2
assert abs(E_fock - E_gamma) < 1e-9
assert abs(variance - np.sum(n0 * (1 - n0))) < 1e-9

# pair coefficients against two-electron determinants, and the curvature of E
A = pair_matrix(V, C)
assert np.allclose(np.diag(A), 0, atol=1e-10)
for p in range(M):
    for q in range(p):
        d = np.kron(C[:, p], C[:, q]) - np.kron(C[:, q], C[:, p])
        assert abs(0.5 * d @ V2 @ d - A[p, q]) < 1e-10 and A[p, q] > 0
        D, t = np.outer(C[:, p], C[:, p]) - np.outer(C[:, q], C[:, q]), 0.1
        curve = (energy(h, G, g_ci + t * D) + energy(h, G, g_ci - t * D)
                 - 2 * energy(h, G, g_ci)) / (2 * t * t)
        assert abs(curve + A[p, q]) < 1e-9
J12, K12 = V_nat[0, 1, 0, 1], V_nat[0, 1, 1, 0]

print(f"H2, 6-31G, R = {R:.1f} bohr, {M} spin orbitals, N = {N}")
print(f"  nuclear repulsion: {E_nuc:.6f} hartree")
print(f"  smallest eigenvalue of v on pairs: {v_min:.6f} hartree")
print("  natural occupations per spin:", " ".join(f"{x:.6f}" for x in occ))
print(f"  full CI total energy: {E_exact:.6f} hartree")
print(f"  E[gamma of full CI]: {E_gamma:.6f} hartree")
print(f"  same from Fock-space average: {E_fock:.6f} hartree")
print(f"  particle-number variance: {variance:.6f}")
print(f"  J, K, J-K of 1a,2a: {J12:.6f} {K12:.6f} {A[0, 1]:.6f} hartree")

# descent to a determinant
names = [f"{i + 1}{spin}" for spin in "ab" for i in range(k)]
n_end, moves = descend(np.diag(h_nat), A, n0)
print("  pair moves (t is a number; other columns in hartree)")
print("  from to  t        eps_to    eps_from  J-K      dE        E_total")
E_old = E_gamma
for p, q, t, ep, eq, a, change, n in moves:
    E_new = energy(h, G, (C * n) @ C.T) + E_nuc
    assert abs(E_new - E_old - change) < 1e-9 and change <= 1e-12
    print(f"  {names[q]}   {names[p]}  {t:.6f} {ep:9.6f} {eq:9.6f} "
          f"{a:.6f} {change:9.6f} {E_new:.6f}")
    E_old = E_new
E_det = E_old
print("  occupied at the end:", " ".join(names[i] for i in np.flatnonzero(n_end)))

# independent minimizations: all real ensemble matrices, all real determinants
starts = 6
runs = []
for _ in range(starts):
    X = rng.normal(size=(M, M))
    runs.append(minimize_ensemble(h, G, N, 0.2 * (X + X.T), 5000))
ens = [energy(h, G, g) + E_nuc for g in runs]
defect = max(np.trace(g - g @ g) for g in runs)


def determinant_energy(x):
    a, b = x.reshape(2, M)
    d = np.kron(a, b) - np.kron(b, a)
    return d @ H2 @ d / (d @ d)


E_hf = min(minimize(determinant_energy, rng.normal(size=2 * M),
                    method="BFGS").fun for _ in range(10)) + E_nuc
assert abs(min(ens) - E_hf) < 1e-7
assert defect < 1e-6
assert E_exact < E_hf <= E_det + 1e-9 and E_det <= E_gamma
print(f"  ensemble minimum ({starts} starts): {min(ens):.6f} hartree")
print(f"  largest Tr(g - g^2) at the end: {abs(defect):.1e}")
print(f"  determinant minimum: {E_hf:.6f} hartree")
gap = E_gamma - E_hf
print(f"  E[gamma] above it: {gap:.6f} hartree = {gap * HARTREE_EV:.4f} eV")

# adding a constant to v
c = 0.5
G_shift = field_map(V + c * np.eye(M * M).reshape(M, M, M, M))
shift = energy(h, G_shift, g_ci) - energy(h, G, g_ci)
trivial = c * N * (N - 1) / 2
assert abs(shift - trivial - 0.5 * c * np.trace(g_ci - g_ci @ g_ci)) < 1e-9
print(f"  v + {c}: E[gamma] shifts by {shift:.6f}, determinants by "
      f"{trivial:.6f} hartree")

# ---------- infinitely many occupied orbitals: harmonic trap ----------------
size, coupling, ratio = 200, 0.1, 0.6
off = np.sqrt(np.arange(1, size + 1) / 2)
x = np.diag(off, 1) + np.diag(off, -1)
x2, x = (x @ x)[:size, :size], x[:size, :size]
dx, dx2 = np.diag(x), np.diag(x2)
J = dx2[:, None] + dx2[None, :] - 2 * np.outer(dx, dx)
K = 2 * x2 * np.eye(size) - 2 * x**2
A_trap = coupling * (J - K)
h_trap = np.arange(size) + 0.5
n_trap = 2 * (1 - ratio) * ratio ** np.arange(size)


def trap_energy(n):
    return n @ h_trap + 0.5 * n @ A_trap @ n


E_trap = trap_energy(n_trap)
eps0 = h_trap[0] + A_trap[0] @ n_trap
print(f"trap: v = {coupling}(x-y)^2, n_i = {2 * (1 - ratio):.1f}*{ratio}^i, N = 2")
print(f"  E[gamma] = {E_trap:.6f}, eps_0 = {eps0:.6f} (trap quanta)")
print("  M   tail weight  E[gamma_M]-E[gamma]  upper bound")
differences = []
for cut in (5, 10, 20, 40):
    delta = n_trap[cut:].sum()
    n_cut = np.where(np.arange(size) < cut, n_trap, 0.0)
    n_cut[0] += delta
    assert n_cut[0] < 1
    diff = trap_energy(n_cut) - E_trap
    bound = delta * eps0 - n_trap[cut:] @ h_trap[cut:]
    assert diff <= bound + 1e-11
    differences.append(abs(diff))
    print(f"  {cut:2d}  {delta:.3e}    {diff:.3e}           {bound:.3e}")
assert np.all(np.diff(differences) < 0) and differences[-1] < 1e-6
n_last, _ = descend(h_trap, A_trap, n_cut)
assert trap_energy(n_last) <= trap_energy(n_cut)
print(f"  determinant reached from M = {cut}: {trap_energy(n_last):.6f}")

# ---------- negative interaction: fractional minimum ------------------------
gap2, a = 0.2, 1.0
h2 = np.diag([gap2, 0.0])
V_neg = -a * np.eye(4).reshape(2, 2, 2, 2)
X = rng.normal(size=(2, 2))
G_neg = field_map(V_neg)
g_neg = minimize_ensemble(h2, G_neg, 1, X + X.T, 500)
E_neg = energy(h2, G_neg, g_neg)
assert abs(E_neg + (a - gap2) ** 2 / (4 * a)) < 1e-9
assert abs(g_neg[0, 0] - 0.5 * (1 - gap2 / a)) < 1e-6
E_one = np.linalg.eigvalsh(h2)[0]
angles = np.linspace(0, np.pi, 181)
E_proj = min(energy(h2, G_neg, np.outer(u, u))
             for u in np.column_stack([np.cos(angles), np.sin(angles)]))
assert abs(E_proj - E_one) < 1e-9 and E_neg < E_one
# the same model after adding a constant larger than a to v
c2 = 1.5
G_fix = field_map(V_neg + c2 * np.eye(4).reshape(2, 2, 2, 2))
g_fix = minimize_ensemble(h2, G_fix, 1, X + X.T, 500)
E_fix = energy(h2, G_fix, g_fix)
assert np.allclose(g_fix @ g_fix, g_fix, atol=1e-8) and E_fix > E_one - 1e-9
print(f"negative v: gap {gap2}, pair energy {-a}, one electron (hartree)")
print(f"  ensemble minimum {E_neg:.6f} at upper occupation {g_neg[0, 0]:.6f}")
print(f"  projector minimum {abs(E_proj):.6f}, exact {abs(E_one):.6f}")
print(f"  v + {c2}: Tr(g - g^2) at minimum = "
      f"{abs(np.trace(g_fix - g_fix @ g_fix)):.1e}")
print("all assertions hold")
```

Running it gives:

```
random tests: 100 cases, 7 orbitals, N = 3
  smallest energy drop to a projector: 0.1862 hartree
H2, 6-31G, R = 3.0 bohr, 8 spin orbitals, N = 2
  nuclear repulsion: 0.333333 hartree
  smallest eigenvalue of v on pairs: 0.231381 hartree
  natural occupations per spin: 0.884729 0.114987 0.000211 0.000073
  full CI total energy: -1.044709 hartree
  E[gamma of full CI]: -0.870298 hartree
  same from Fock-space average: -0.870298 hartree
  particle-number variance: 0.408066
  J, K, J-K of 1a,2a: 0.479750 0.178305 0.301445 hartree
  pair moves (t is a number; other columns in hartree)
  from to  t        eps_to    eps_from  J-K      dE        E_total
  3a   1a  0.000211 -0.382426  1.057454 0.386807 -0.000304 -0.870602
  3b   1a  0.000211 -0.382507  1.057449 0.463170 -0.000304 -0.870905
  4b   1a  0.000073 -0.382605  0.980808 0.415315 -0.000100 -0.871005
  4a   1a  0.000073 -0.382635  0.980782 0.360578 -0.000100 -0.871105
  2b   1a  0.114703 -0.382662  0.052182 0.479750 -0.056190 -0.927295
  2b   1b  0.000284 -0.362243  0.107211 0.301445 -0.000133 -0.927428
  2a   1b  0.114987 -0.362328  0.028846 0.479750 -0.051323 -0.978751
  occupied at the end: 1a 1b
  ensemble minimum (6 starts): -1.013246 hartree
  largest Tr(g - g^2) at the end: 9.4e-16
  determinant minimum: -1.013246 hartree
  E[gamma] above it: 0.142949 hartree = 3.8898 eV
  v + 0.5: E[gamma] shifts by 0.602017, determinants by 0.500000 hartree
trap: v = 0.1(x-y)^2, n_i = 0.8*0.6^i, N = 2
  E[gamma] = 4.787500, eps_0 = 0.968000 (trap quanta)
  M   tail weight  E[gamma_M]-E[gamma]  upper bound
   5  1.555e-01    -1.221e+00           -9.381e-01
  10  1.209e-02    -1.673e-01           -1.334e-01
  20  7.312e-05    -1.889e-03           -1.538e-03
  40  2.673e-09    -1.332e-07           -1.097e-07
  determinant reached from M = 40: 2.300000
negative v: gap 0.2, pair energy -1.0, one electron (hartree)
  ensemble minimum -0.160000 at upper occupation 0.400000
  projector minimum 0.000000, exact 0.000000
  v + 1.5: Tr(g - g^2) at minimum = 0.0e+00
all assertions hold
```
